# Why a hard 180° pulse does not refocus homonuclear J coupling

**Q:** I use the sequence $\tau$ – 180° – $\tau$ on a molecule with two coupled protons. The pulse reverses whatever phase built up in the first delay, and the second delay cancels it. That removes the chemical shifts, so it must remove the J evolution too. At $2\tau$ I expect the full signal, apart from relaxation.

**A:** The pulse does reverse the phase already acquired. For cancellation, though, the precession frequency must also be the same in both delays. Is it?

Take two spins-1/2 with rotating-frame frequencies $\nu_1,\nu_2$ and coupling $J$, all in Hz. If their shift difference $\Delta\nu=\nu_1-\nu_2$ is much larger than $J$ in magnitude, we may try the truncated Hamiltonian

$$H/\hbar=2\pi\nu_1I_{1z}+2\pi\nu_2I_{2z}+2\pi J\,I_{1z}I_{2z}.$$

Spin 1 then precesses at $\nu_1+J/2$ if its partner is up, and at $\nu_1-J/2$ if it is down. Suppose the partner starts up. The first delay gives spin 1 the phase $2\pi(\nu_1+J/2)\tau$, and the pulse changes its sign. But a hard pulse also turns the partner down, so the second delay adds $2\pi(\nu_1-J/2)\tau$. The total is

$$-2\pi(\nu_1+J/2)\tau+2\pi(\nu_1-J/2)\tau=-2\pi J\tau.$$

The shift cancels and the coupling does not. A partner that starts down gives $+2\pi J\tau$, and the average over the two cases is $\cos(2\pi J\tau)$.

**Q:** That treats the partner as a classical label. Does it survive in product operators?

**A:** Yes. Let the magnetization start along $x$, and let the pulse be an ideal, instantaneous rotation about $x$, $P=e^{-i\pi F_x}$ with $F_x=I_{1x}+I_{2x}$. It leaves $I_x$ alone and changes the signs of $I_y$ and $I_z$ on both spins. With $H$ in units of $\hbar$ from here on, insert $PP^\dagger=1$:

$$e^{-iH\tau}Pe^{-iH\tau}=P\,e^{-iH'\tau}e^{-iH\tau},\qquad H'=P^\dagger HP.$$

In $H'$ each shift term has one $I_z$ and changes sign. The coupling term has two, and keeps its sign. All terms commute, so the exponents add:

$$e^{-iH'\tau}e^{-iH\tau}=e^{-ia\,2I_{1z}I_{2z}},\qquad a=2\pi J\tau.$$

To apply this to $I_{1x}$, we need two commutators:

$$[2I_{1z}I_{2z},I_{1x}]=i\,2I_{1y}I_{2z},\qquad[2I_{1z}I_{2z},2I_{1y}I_{2z}]=-i\,I_{1x}.$$

The second uses $I_{2z}^2=1/4$. Write the state as $\rho=p\,I_{1x}+q\,2I_{1y}I_{2z}$. Since $d\rho/da=-i[2I_{1z}I_{2z},\rho]$, we get $p'=-q$ and $q'=p$, with $p=1$, $q=0$ at the start. Hence

$$I_{1x}\to I_{1x}\cos(2\pi J\tau)+2I_{1y}I_{2z}\sin(2\pi J\tau).$$

The remaining $P$ changes nothing: $I_{1x}$ is invariant, and the antiphase term changes sign twice. Exchanging the labels gives the result for spin 2.

**Q:** So at $\tau=1/(4J)$ I would see no signal at all?

**A:** No net in-phase signal at the echo. The coherence has become antiphase, $2I_{1y}I_{2z}$, and is not lost: at $\tau=1/(2J)$ it has returned as $-I_{1x}$. Here is a simulation with round parameters, $J=8$ Hz and $\Delta\nu=400$ Hz, using the full coupling rather than the truncated one. For the first row, $2\pi\times8\times0.015625=\pi/4$.

| $\tau$ (ms) | simulated echo | $\cos(2\pi J\tau)$ |
|---:|---:|---:|
| 15.625 | 0.721 | 0.707 |
| 31.25 | −0.000 | 0.000 |
| 46.875 | −0.721 | −0.707 |
| 62.5 | −1.000 | −1.000 |

Your expectation would be 1 in every row. The small differences from the cosine come from the truncation.

**Q:** Then how can I refocus J?

**A:** Invert one spin and leave the other alone. The coupling term then changes sign once. There are two cases.

If the pulse acts on spin 1 alone, $\nu_1$ and $J$ change sign and $\nu_2$ does not. The exponents add to $4\pi\nu_2\tau I_{2z}$, which commutes with $I_{1x}$. Spin 1 returns as $I_{1x}$, with its shift and coupling both refocused.

If the pulse acts on spin 2 alone, the sum is $4\pi\nu_1\tau I_{1z}$, so

$$I_{1x}\to I_{1x}\cos(4\pi\nu_1\tau)+I_{1y}\sin(4\pi\nu_1\tau).$$

The coupling has gone, but the shift of spin 1 has evolved for the whole time $2\tau$.

The same algebra holds for a heteronuclear pair. A 180° pulse on one nucleus removes the coupling; simultaneous pulses on both nuclei retain it.

**Q:** A real selective pulse has a finite length, and J acts during it.

**A:** Its bandwidth should therefore be wide compared with $J$, to invert both lines of the doublet, and narrow compared with $\Delta\nu$, to spare the partner. I simulated a 20 ms Gaussian pulse centred at $\tau=62.5$ ms, with spin 1 offset by 3 Hz from the carrier. Its spectral standard deviation is about 40 Hz, between 8 and 400 Hz. The radiofrequency field acted on both spins, and the full coupling was present throughout. The spin-1 echo was $+0.979$. A 10 µs hard pulse at the same $\tau$ gave $-1.000$.

**Q:** There is another route, surely. I could apply many hard pulses, so that J has no time to evolve between them.

**A:** Test that idea in the truncated model. Each echo adds $2\pi J\tau$ to the angle. After $n$ echoes, with total time $T=2n\tau$, the signal is

$$\cos(2\pi Jn\tau)=\cos(\pi JT).$$

The number of pulses has dropped out. In this model, faster pulsing gains nothing.

**Q:** But in simulations of fast trains with the full Hamiltonian, the modulation does fade.

**A:** It does, and the reason lies in the part we discarded. The full coupling is $2\pi J\,\mathbf I_1\cdot\mathbf I_2$. Its flip-flop part exchanges $\alpha\beta$ and $\beta\alpha$, and a large $\Delta\nu$ normally suppresses that exchange. Hard pulses reverse the sign of $\Delta\nu$ again and again. If they do so fast enough, the shift difference averages to zero and the isotropic coupling remains. With $\mathbf F=\mathbf I_1+\mathbf I_2$,

$$\mathbf I_1\cdot\mathbf I_2=\tfrac12(\mathbf F^2-\mathbf I_1^2-\mathbf I_2^2),$$

which commutes with $F_x$. The coupling has not been refocused; it has lost its effect on the total magnetization. Spins with $\Delta\nu=0$ show no modulation for the same reason.

**Q:** How fast is fast enough? I would like a formula, not an average.

**A:** Two spins can be solved in closed form. Use $T_+=\alpha\alpha$, $T_-=\beta\beta$, $T_0=(\alpha\beta+\beta\alpha)/\sqrt2$ and $S=(\alpha\beta-\beta\alpha)/\sqrt2$. The coupling operator $\mathbf I_1\cdot\mathbf I_2$ is $1/4$ in the triplet and $-3/4$ in the singlet, and $(I_{1z}-I_{2z})S=T_0$. In the space $(T_0,S)$, with Pauli matrices $\sigma$,

$$H=-\tfrac{\pi J}{2}+\pi J\sigma_z+\pi\Delta\nu\,\sigma_x.$$

The pulse multiplies each spin by $-2iI_x$, so $\alpha\beta\to-\beta\alpha$ and $\alpha\alpha\to-\beta\beta$. Thus $T_0\to-T_0$ and $S\to S$, which is $-\sigma_z$, while $T_\pm\to-T_\mp$.

Now let $B=(T_++T_-)/\sqrt2$. Then $F_x=|B\rangle\langle T_0|+|T_0\rangle\langle B|$. The mean shift has opposite signs in $T_+$ and $T_-$, and the pulse exchanges them, so it cancels. One echo multiplies $B$ by $-e^{-i\pi J\tau}$. In $(T_0,S)$ one echo is $-e^{i\pi J\tau}M$, where

$$M=A\sigma_zA,\qquad A=\cos R\tau-iu\sin R\tau,\qquad u=c\,\sigma_z+d\,\sigma_x,$$

$$R=\pi\sqrt{J^2+\Delta\nu^2},\qquad c=\pi J/R,\qquad d=\pi\Delta\nu/R.$$

The signal needs the coherence between $B$ and $T_0$. Its two phase factors combine, and the signs $(-1)^n$ cancel:

$$s_n=\frac{\mathrm{Tr}(F_x\rho_n)}{\mathrm{Tr}(F_x^2)}=\mathrm{Re}\left[e^{2\pi iJn\tau}\langle T_0|M^n|T_0\rangle\right].$$

To multiply out $M$, use $u\sigma_z+\sigma_zu=2c$ and $u^2=1$, which give $u\sigma_zu=2cu-\sigma_z$. Then

$$M=-ic\sin2R\tau+(1-2c^2\sin^2R\tau)\sigma_z-2cd\sin^2R\tau\,\sigma_x.$$

**Q:** Does this justify the cosine for a single echo?

**A:** Set $n=1$ and $\theta=2\pi J\tau$:

$$s_1=\cos\theta\,(1-2c^2\sin^2R\tau)+c\sin\theta\sin2R\tau.$$

The difference from the cosine is

$$s_1-\cos\theta=2c\sin R\tau\,(\sin\theta\cos R\tau-c\cos\theta\sin R\tau).$$

The bracket is at most $\sqrt{\cos^2R\tau+c^2\sin^2R\tau}\le1$ in magnitude, so the error is at most $2|c|\le2|J/\Delta\nu|$, relative to the initial signal. In the example this bound is 0.04. The largest deviation found in a scan from 1 to 100 ms was 0.020, in line with the leading term $c\sin\theta\sin2R\tau$, whose amplitude is $|c|\approx0.02$.

**Q:** And for a train?

**A:** We need the $n$th power of $M$. Define $\sin\psi=c\sin2R\tau$, taking $\cos\psi>0$. (Only when $\Delta\nu=0$ and $|J|\tau$ is an odd multiple of $1/4$ is $\cos\psi$ zero and this form undefined; equal shifts give $s_n=1$ in any case.) Because $M$ is unitary, its $\sigma$ part has length $\cos\psi$, so

$$M=-i\sin\psi+\cos\psi\,\kappa,\qquad\kappa^2=1.$$

For $\kappa=+1$ the eigenvalue is $e^{-i\psi}$; for $\kappa=-1$ it is $-e^{i\psi}$. With $k=\langle T_0|\kappa|T_0\rangle=(1-2c^2\sin^2R\tau)/\cos\psi$,

$$s_n=\tfrac{1+k}{2}\cos(2\pi Jn\tau-n\psi)+(-1)^n\tfrac{1-k}{2}\cos(2\pi Jn\tau+n\psi).$$

For weak coupling, $k$ differs from 1 by terms of order $c^2$, and the second cosine is negligible. To leading order $\psi\approx(J/\Delta\nu)\sin(2\pi\Delta\nu\tau)$, provided the neglected phases stay small over the train. Using $2n\tau=T$,

$$s_n\approx\cos(\pi J_{\rm res}T),\qquad J_{\rm res}=J\left[1-\frac{\sin y}{y}\right],\qquad y=2\pi\Delta\nu\,\tau.$$

For large $|y|$, $J_{\rm res}$ approaches $J$. For small $|y|$, $\sin y/y\approx1-y^2/6$, so $J_{\rm res}\approx Jy^2/6$. The spacing $2\tau$ must therefore be short compared with $1/|\Delta\nu|$.

**Q:** I would have compared the pulse rate with J.

**A:** The numbers show why that fails. Keep $T=1/J=125$ ms, so that unsuppressed coupling gives $\cos\pi=-1$, and divide this time among $n$ echoes:

| $n$ | pulses per s | $J_{\rm res}$ (Hz) | simulated echo |
|---:|---:|---:|---:|
| 1 | 8 | 8.00 | −1.000 |
| 35 | 280 | 9.74 | −0.776 |
| 50 | 400 | 8.00 | −1.000 |
| 100 | 800 | 2.91 | 0.416 |
| 200 | 1600 | 0.80 | 0.951 |
| 400 | 3200 | 0.20 | 0.997 |

At 400 pulses per second the rate is 50 times $J$, yet the echo is fully inverted, because the rate merely equals $\Delta\nu$ and $y=\pi$. At 280 per second $\sin y$ is negative, so the modulation is faster than $J$ itself. The truncated model gives $-1.000$ in every row.

For $n=400$, $\tau=0.15625$ ms and $y=2\pi\times400\times0.00015625=0.393$. The fast-pulsing law gives $8\times0.393^2/6\approx0.206$ Hz, against 0.204 Hz read from the simulated echo. The numerical check below covers these trains and the closed formula.

**Q:** So at 3200 pulses per second I can forget the coupling?

**A:** For this total time, nearly. The residual 0.2 Hz is small but not zero, and its phase grows with $T$. A train must also satisfy $|J_{\rm res}|T\ll1$, so a longer one needs closer pulses. These figures assume ideal pulses and no relaxation; a real train has to be judged for both as well.

## Calculated quantities

```
Coupling J = 8.0 Hz
Shift difference = 400.0 Hz
Ratio J/dnu = 0.0200
Single hard echo: tau (ms), simulated signal, cos(2 pi J tau)
    15.625    0.7210    0.7071
    31.250   -0.0003    0.0000
    46.875   -0.7210   -0.7071
    62.500   -1.0000   -1.0000
Largest deviation from cosine, tau 1 to 100 ms = 0.0200
Bound 2J/dnu = 0.0400
Pulse trains of fixed total time T = 125.0 ms
n, tau (ms), pulses per s, J_res (Hz), signal isotropic, truncated
     1  62.5000       8   8.0000  -1.0000  -1.0000
    10   6.2500      80   8.0000  -1.0000  -1.0000
    35   1.7857     280   9.7378  -0.7758  -1.0000
    50   1.2500     400   8.0000  -1.0000  -1.0000
    70   0.8929     560   5.2127  -0.4589  -1.0000
   100   0.6250     800   2.9070   0.4159  -1.0000
   200   0.3125    1600   0.7975   0.9514  -1.0000
   400   0.1562    3200   0.2040   0.9968  -1.0000
  1000   0.0625    8000   0.0329   0.9999  -1.0000
Residual J from simulation, n = 400: 0.2040 Hz
Residual J from fast-pulsing law: 0.2056 Hz
Finite pulses: tau = 62.5 ms, spin-1 offset = 3.0 Hz
Gaussian pulse: length 20.0 ms, sigma 4.0 ms
Gaussian spectral sigma = 39.8 Hz
Spin-1 echo, selective Gaussian pulse = 0.9790
Hard rectangular pulse length = 10.0 us
Spin-1 echo, hard pulse = -0.9999
```
